# Silicon's photoelastic coefficient for strain and light polarised along [110]

## Problem

Silicon is a cubic crystal of class m3m. In its cube axes, three photoelastic coefficients describe how strain changes its optical response:

$$p_{11}=-0.094,\qquad p_{12}=0.017,\qquad p_{44}=-0.051 .$$

(a) Find the coefficient $p'_{11}$ that applies when both the strain and the optical electric field point along [110].

(b) A suspended silicon membrane, 220 nm thick, guides light of vacuum wavelength $\lambda=1550$ nm along $[\bar110]$, with its main electric field in the plane along [110]. A 0.5 GHz acoustic wave travels along [110] with strain amplitude $S=10^{-4}$ and crosses the guide over a length $L=200$ µm. Take the silicon index as $n=3.48$. Find the amplitude of the optical phase modulation, first from the strain along [110] alone, then with the free surfaces of the membrane included.

**Conventions.** The impermeability of the unstrained crystal is $B=1/n^2$. Strain changes it by $\Delta B_{ij}=p_{ijkl}S_{kl}$, summed over repeated indices. Tensile strain is positive. In contracted notation the shear strain is $S_6=2S_{12}$, whereas $\Delta B_6=\Delta B_{12}$ carries no factor of two. The new axes are $x'=[110]$, $y'=[\bar110]$ and $z'=[001]$.

Light is a transverse wave, so light whose field is parallel to the strain axis travels across that axis.

## First estimate by scaling

In an isotropic medium the photoelastic tensor can contain only Kronecker deltas:

$$p_{ijkl}=p_{12}\,\delta_{ij}\delta_{kl}+p_{44}(\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}).$$

Setting all indices to 1 gives $p_{11}=p_{12}+2p_{44}$. The departure from isotropy is therefore measured by

$$A=p_{11}-p_{12}-2p_{44}=-0.094-0.017+0.102=-0.009 .$$

If $A$ were zero, rotation would change nothing. Since the rotated coefficient is linear in the three inputs, its change must be proportional to $A$. The estimate is thus $p'_{11}\approx p_{11}=-0.094$, with an expected error of order 0.009.

For the phase, a change $\Delta B\sim pS$ in $1/n^2$ means an index change of size $n^3|p|S/2$. Over the length $L$,

$$\phi\sim\frac{2\pi L}{\lambda}\,\frac{n^3|p_{11}|S}{2}\approx0.16\ \text{rad}.$$

## Exact rotation

Let the strain and the field both lie along $\mathbf m=(\cos\theta,\sin\theta,0)$, and write $c=\cos\theta$, $s=\sin\theta$. A unit strain along $\mathbf m$ has the tensor $S_{ij}=m_im_j$, so

$$S_1=c^2,\qquad S_2=s^2,\qquad S_6=2cs,$$

and the other components vanish. Cubic symmetry then gives

$$\Delta B_1=p_{11}c^2+p_{12}s^2,\qquad
\Delta B_2=p_{12}c^2+p_{11}s^2,\qquad
\Delta B_6=2cs\,p_{44}.$$

The coefficient is the component of $\Delta B$ along $\mathbf m$. The off-diagonal element enters twice, as $B_{12}$ and as $B_{21}$:

$$\begin{aligned}
p'_{11}(\theta)&=c^2\Delta B_1+s^2\Delta B_2+2cs\,\Delta B_6\\
&=p_{11}(c^4+s^4)+2p_{12}c^2s^2+4p_{44}c^2s^2 .
\end{aligned}$$

Because $c^2+s^2=1$, we have $c^4+s^4=1-2c^2s^2$. Also $4c^2s^2=\sin^2 2\theta$. Hence

$$p'_{11}(\theta)=p_{11}-2c^2s^2(p_{11}-p_{12}-2p_{44})
=p_{11}-\frac A2\sin^2 2\theta .$$

For [110], $\theta=45^\circ$ and

$$p'_{11}=\frac{p_{11}+p_{12}}2+p_{44}
=-0.0385-0.051=-0.0895 .$$

This is about $-0.090$. Each input is rounded to within 0.0005, so the result can move by $0.00025+0.00025+0.0005=0.0010$. The fourth decimal place is useful for following the arithmetic but is not a physical claim. This bound covers rounding only. Measurement errors can be larger: an error of 0.005 in $p_{11}$ alone would be over half of $|A|$, so the size of the shift caused by rotation is poorly known for real silicon.

The factor in $S_6$ matters. For [110], $S_{12}=1/2$ but $S_6=1$. Putting 1/2 in place of $S_6$ would halve the $p_{44}$ term and give $-0.064$.

The angle law also shows what happens when the whole device is slightly misaligned with the crystal, so that strain and field turn together away from [110]. At $\theta=45^\circ+\delta$, $\sin^2 2\theta=\cos^2 2\delta\approx1-4\delta^2$, so the coefficient changes by $2A\delta^2$. For one degree this is $-5.5\times10^{-6}$, far below the rounding uncertainty. This takes the strain as purely longitudinal; off [110] the wave also carries a little shear, whose effect is again of order $\delta^2$ and just as negligible.

### A second case: light travelling along the strain

With unit strain along [110], the impermeability change in cube axes is

$$\Delta B=\begin{pmatrix}a&p_{44}&0\\p_{44}&a&0\\0&0&p_{12}\end{pmatrix},
\qquad a=\frac{p_{11}+p_{12}}2 .$$

Its component along $\mathbf l=(-1,1,0)/\sqrt2$, the $y'$ axis, is

$$p'_{21}=\frac{a-2p_{44}+a}{2}=a-p_{44}=0.0125 .$$

The rotated matrix is symmetric here, since exchanging $x'$ and $y'$ is a symmetry of the cubic crystal; thus $p'_{12}=p'_{21}$. Light that travels along the strain with its field in the plane sees this coefficient. It is about seven times smaller than $p'_{11}$ and has the opposite sign. The direction of the guide relative to the acoustic wave therefore matters much more than the small anisotropy $A$. The factor seven refers to the coefficient alone. In the membrane treated below, vertical strain and thinning act in both geometries, and the ratio of the local mode-index changes is about four. Light travelling along the wave also crosses about twelve acoustic periods in 200 µm, so the index modulation largely averages out and the phase formula below does not apply to it.

The mixed component vanishes:

$$\mathbf m\cdot\Delta B\cdot\mathbf l
=\tfrac12[(-a+p_{44})+(-p_{44}+a)]=0 .$$

The elements linking $z'$ to the plane are also zero. The strained crystal therefore keeps $x'$, $y'$ and $z'$ as its principal optical axes, and a field along [110] is not turned by the strain.

Finally, unit strain along $z'$ gives $\Delta B=\mathrm{diag}(p_{12},p_{12},p_{11})$. Its first two elements are equal, so a rotation about $z'$ leaves it unchanged and $p'_{13}=p_{12}=0.017$. This coefficient is needed for the membrane.

## Phase from strain along [110] alone

For a field along [110], the strained index $n'$ obeys

$$\frac1{n'^2}=\frac1{n^2}+p'_{11}S
\quad\Longrightarrow\quad
n'=n(1+n^2p'_{11}S)^{-1/2}.$$

Expansion to first order in $S$ gives

$$\Delta n=-\frac{n^3p'_{11}S}{2}
=\frac{3.48^3\times0.0895\times10^{-4}}2
=1.886\times10^{-4}.$$

Tension raises the index because $p'_{11}$ is negative. The next term in the expansion is smaller by the factor $\tfrac34n^2|p'_{11}|S=8.1\times10^{-5}$ and can be dropped.

The guide lies along $y'$, parallel to the acoustic wavefronts, so its whole length has the same acoustic phase. If the guided index changed by the same amount as the material index, the phase amplitude would be

$$\phi=\frac{2\pi L\,\Delta n}{\lambda}
=\frac{2\pi\times200\times1.886\times10^{-4}}{1.55}
=0.153\ \text{rad},$$

with both lengths in µm.

## Free surfaces of the membrane

A plane longitudinal wave in bulk silicon can have $S'_{11}$ as its sole strain. A thin membrane differs because its faces carry no normal stress. When the acoustic wavelength is much larger than the thickness, this stress is nearly zero throughout the membrane. With $S'_{22}=0$,

$$0=C_{12}S'_{11}+C_{11}S'_{33}
\quad\Longrightarrow\quad
S'_{33}=-\frac{C_{12}}{C_{11}}S'_{11}.$$

The rough values $C_{11}=166$ GPa and $C_{12}=64$ GPa give $S'_{33}=-0.3855\,S'_{11}$: the membrane thins where it is stretched.

The condition on wavelength can be checked from the wave speed. Elastic constants rotate by the same rule as the photoelastic ones, so the longitudinal modulus of bulk silicon for this direction is $(C_{11}+C_{12})/2+C_{44}$. Adding the stress due to $S'_{33}$ gives

$$\rho v^2=\frac{C_{11}+C_{12}}2+C_{44}-\frac{C_{12}^2}{C_{11}} .$$

With $C_{44}=80$ GPa and density $\rho=2330$ kg/m³, $v=8550$ m/s. The acoustic wavelength is 17.1 µm, much larger than 0.22 µm.

The optical response follows from the fundamental transverse-electric mode of a slab in air. For thickness $h$ and $k=2\pi/\lambda$, its effective index $n_{\rm eff}$ satisfies

$$\kappa\tan\frac{\kappa h}{2}=\gamma,\qquad
\kappa^2=k^2(n^2-n_{\rm eff}^2),\qquad
\gamma^2=k^2(n_{\rm eff}^2-1).$$

Numerical root finding gives $n_{\rm eff}=2.817$. Repeating the solution with slightly changed $n$ and $h$ gives $\partial n_{\rm eff}/\partial n=1.022$ and $h\,\partial n_{\rm eff}/\partial h=0.800$. There are three contributions to the amplitude of $n_{\rm eff}$:

- Strain along [110]: $1.022\times1.886\times10^{-4}=1.927\times10^{-4}$.
- Vertical strain through $p'_{13}$: $-1.022\,n^3p'_{13}S'_{33}/2=0.141\times10^{-4}$.
- Thinning: $0.800\times(-0.3855\times10^{-4})=-0.309\times10^{-4}$.

Their sum is $1.76\times10^{-4}$, and the phase amplitude becomes 0.143 rad. Thinning outweighs the photoelastic effect of the vertical strain, which has the opposite sign.

## Comparison

| Treatment | Coefficient | Phase (rad) |
|---|---:|---:|
| Scaling estimate | −0.094 | 0.16 |
| Rotation, strain along [110] alone | −0.0895 | 0.153 |
| Membrane with free surfaces | −0.0895 | 0.143 |

The scaling estimate exceeds the rotated coefficient in magnitude by 5% of the latter. The actual shift is $-A/2=+0.0045$, within the expected order of 0.009. The membrane result lies a further 7% below the simple result, more than the rotation itself changes it. This is the net of two effects: the mode factor 1.022 raises the phase by 2%, to 0.156 rad, and the free surfaces (vertical strain and thinning together) then lower it by 9%.

The thickness and optical wavelength are ordinary choices in silicon photonics. The strain is a round value; in a device it depends on the transducer and drive power, and the phase scales with it in this linear regime. A real guide also needs lateral confinement, which the slab lacks. For a width $w=1.5$ µm, a rough model makes the main field component vanish at the side walls, with profile $\cos(\pi x'/w)$. Zero divergence then gives the field along the guide a relative amplitude of about $\lambda/(2wn_{\rm eff})$, or 3% of the squared field. That part sees $p'_{12}$, which lowers the strain response by about 4% compared with a field wholly along [110] in the same guide. Confinement also makes the mode index about 2% more sensitive to the material index, so the net change from the slab's $p'_{11}$ contribution is about −2%. In the same model $n_{\rm eff}^2$ is reduced by $(\lambda/2w)^2$; stretching the width weakens this reduction and adds about 5% of the membrane result. These opposing corrections depend on the actual rib, so the third digit of the phase is not a device prediction. All of this takes $S$ as the strain inside the guide. A rib is thicker than the membrane that carries the wave to it and is strained less, which can change the phase by far more than these few per cent.

Two further conditions remain. An oxide-clad layer does not have free surfaces, so the membrane correction cannot be carried over to it. The photoelastic coefficients also depend on optical wavelength, which is not modelled here. The three values are taken as given. They are the set usually quoted for 3.39 µm, and a device calculation needs values measured near 1550 nm, which may shift the phase by several per cent.
